# Self-consistent dipole correction for slabs with unlike surfaces: test program

```python
"""Self-consistent dipole correction for a neutral slab in a periodic cell.

Result under test (Hartree atomic units): for charge density rho(z) and
dipole per area m = integral z*rho dz, adding 4*pi*m*z/L to the periodic
electrostatic potential reproduces an isolated slab up to a constant.
The energy per area gains 2*pi*m**2/L; the electron vacuum levels differ
by V_right - V_left = -4*pi*m.  L is the cell height.
The material model is a jellium bilayer with local-density exchange and
Wigner correlation.  Electrostatic matrices C give phi = C @ rho.
"""
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf, spence

pi = np.pi
hartree_ev = physical_constants["Hartree energy in eV"][0]
kT = 0.003
rs_left, rs_right = 2.5, 5.0
edge_left, interface, edge_right = -11.0, -1.0, 11.0
edge_width = 0.6
h = 50.0 / 151


def grid(count):
    return (np.arange(count) - (count - 1) / 2) * h


def toeplitz(row):
    index = np.arange(len(row))
    return row[np.abs(index[:, None] - index[None, :])]


def periodic_operators(count):
    """Plane-wave kinetic energy and zero-mean periodic Coulomb kernel."""
    G = 2 * pi * np.arange(1, (count + 1) // 2) / (count * h)
    waves = np.cos(G[:, None] * h * np.arange(count)[None, :])
    kinetic = toeplitz((G**2 / count) @ waves)
    coulomb = toeplitz((8 * pi / (G**2 * count)) @ waves)
    return kinetic, coulomb


def open_operators(count):
    """Sinc-basis kinetic energy and free-space sheet kernel."""
    d = np.arange(1, count)
    row = np.empty(count)
    row[0] = pi**2 / (6 * h**2)
    row[1:] = (-1.0)**d / (h * d)**2
    z = grid(count)
    distance = np.abs(z[:, None] - z[None, :])
    # The diagonal term removes the leading quadrature error of the kink.
    coulomb = -2 * pi * h * (distance + h / 6 * np.eye(count))
    return toeplitz(row), coulomb


def dipole_kernel(count):
    z = grid(count)
    return 4 * pi / count * np.outer(z, z)


def layer(z, a, b):
    return 0.5 * (erf((z - a) / edge_width) - erf((z - b) / edge_width))


def background(z):
    n_left = 3 / (4 * pi * rs_left**3)
    n_right = 3 / (4 * pi * rs_right**3)
    total = (n_left * layer(z, edge_left, interface)
             + n_right * layer(z, interface, edge_right))
    return np.maximum(total, 0)


def exchange_correlation(n):
    """Energy per electron, potential, and derivative of the potential."""
    n = np.maximum(n, 1e-14)
    rs = (3 / (4 * pi * n))**(1 / 3)
    s = rs + 7.8
    vx = -(3 * n / pi)**(1 / 3)
    energy = 0.75 * vx - 0.44 / s
    potential = vx - 0.44 / s - 0.44 * rs / (3 * s**2)
    dvc_drs = 0.44 * 2 / (3 * s**2) + 0.44 * 2 * rs / (3 * s**3)
    derivative = vx / (3 * n) - dvc_drs * rs / (3 * n)
    return energy, potential, derivative


def evaluate(v, kinetic, coulomb, positive, external):
    eps, vectors = eigh(kinetic + np.diag(v))
    psi = vectors / np.sqrt(h)
    number = h * positive.sum()

    def filling(mu):
        return kT / pi * np.logaddexp(0, (mu - eps) / kT)

    mu = brentq(lambda x: filling(x).sum() - number,
                eps[0] - 1, eps[0] + 3, xtol=1e-14)
    f = filling(mu)
    n = psi**2 @ f
    rho = positive - n
    exc, vxc, fxc = exchange_correlation(n)
    residual = external - coulomb @ rho + vxc - v
    return SimpleNamespace(v=v, eps=eps, psi=psi, mu=mu, f=f, n=n, rho=rho,
                           exc=exc, fxc=fxc, residual=residual,
                           number=number)


def density_response(s):
    """First-order density response at fixed electron number."""
    count = len(s.v)
    active = s.f > 1e-12
    response = np.zeros((count, count))

    def slope(energy):
        x = np.clip((energy - s.mu) / kT, -600, 600)
        return -1 / (pi * (1 + np.exp(x)))

    for i in np.where(active)[0]:
        gap = s.eps[i] - s.eps
        close = np.abs(gap) < 1e-7
        safe_gap = np.where(close, 1.0, gap)
        weight = np.where(close, slope((s.eps[i] + s.eps) / 2),
                          (s.f[i] - s.f) / safe_gap)
        weight = weight * np.where(active, 1.0, 2.0)
        inner = (s.psi * weight) @ s.psi.T
        response += np.outer(s.psi[:, i], s.psi[:, i]) * inner
    u = s.psi**2 @ (-slope(s.eps))
    return response + np.outer(u, u) / (h * u.sum())


def solve_slab(kinetic, coulomb, positive, start, external=None):
    """Damped Newton solution of the Kohn-Sham equations."""
    if external is None:
        external = np.zeros(len(start))
    args = (kinetic, coulomb, positive, external)
    s = evaluate(start, *args)
    for _ in range(80):
        if np.max(np.abs(s.residual)) < 1e-9:
            break
        kernel = coulomb + np.diag(s.fxc)
        jacobian = np.eye(len(start)) - h * kernel @ density_response(s)
        step = np.linalg.solve(jacobian, s.residual)
        step *= min(1.0, 0.2 / np.max(np.abs(step)))
        scale = 1.0
        while True:
            trial = evaluate(s.v + scale * step, *args)
            better = (np.linalg.norm(trial.residual)
                      < np.linalg.norm(s.residual))
            if better or scale < 0.02:
                break
            scale /= 2
        s = trial
    assert np.max(np.abs(s.residual)) < 1e-8, "self-consistency failed"
    z = grid(len(start))
    s.m = h * np.sum(z * s.rho)
    s.ves = -coulomb @ s.rho + external
    s.left = s.ves[0] - s.mu
    s.right = s.ves[-1] - s.mu
    s.field = (s.ves[-1] - s.ves[-4]) / (3 * h)
    x = (s.mu - s.eps) / kT
    grand = kT**2 / pi * np.sum(spence(1 + np.exp(x)))
    s.free_energy = (grand + s.mu * s.number - h * np.sum(s.v * s.n)
                     + h * np.sum(s.n * s.exc)
                     + 0.5 * h * s.rho @ coulomb @ s.rho)
    return s


def initial_potential(z):
    return (-0.5 * (3 * pi**2 * background(z))**(2 / 3)
            - 0.13 * layer(z, edge_left, edge_right))


# Analytic Gaussian sheets test the potential identity and the energy.
count = 151
L = count * h
z = grid(count)
T_per, C_per = periodic_operators(count)
C_corr = C_per + dipole_kernel(count)
sheet_width = 1.2
rho_test = np.zeros(count)
phi_free = np.zeros(count)
for charge, centre in ((0.02, -6.0), (-0.05, 1.0), (0.03, 7.0)):
    u = z - centre
    gauss = np.exp(-u**2 / (2 * sheet_width**2))
    rho_test += charge * gauss / (sheet_width * np.sqrt(2 * pi))
    phi_free -= 2 * pi * charge * (
        u * erf(u / (np.sqrt(2) * sheet_width))
        + sheet_width * np.sqrt(2 / pi) * gauss)
m_test = h * np.sum(z * rho_test)
Q_test = h * np.sum(z**2 * rho_test)
identity_error = np.max(np.abs(
    C_corr @ rho_test - phi_free - 2 * pi * Q_test / L))
energy_free = 0.5 * h * rho_test @ phi_free
energy_per = 0.5 * h * rho_test @ C_per @ rho_test
energy_shift = 2 * pi * m_test**2 / L
assert identity_error < 1e-8
assert abs(energy_free - energy_per - energy_shift) < 1e-9

# An explicit reciprocal sum tests the image error at lateral wavevector q.
q, short_L, separation = 0.5, 10.0, 6.0
G = 2 * pi * np.arange(1, 200001) / short_L
lattice_sum = 4 * pi / short_L * (
    1 / q**2 + 2 * np.sum(np.cos(G * separation) / (q**2 + G**2)))
image_error = lattice_sum - 2 * pi / q * np.exp(-q * separation)
image_formula = (2 * pi / q * 2 * np.cosh(q * separation)
                 / (np.exp(q * short_L) - 1))
assert abs(image_error - image_formula) < 1e-7

# Periodic slab with and without the correction.
positive = background(z)
corrected = solve_slab(T_per, C_corr, positive, initial_potential(z))
uncorrected = solve_slab(T_per, C_per, positive, corrected.v)

# Independent open-boundary slab on a wider grid.
pad = 12
open_count = count + 2 * pad
z_open = grid(open_count)
T_open, C_open = open_operators(open_count)
positive_open = background(z_open)
isolated = solve_slab(T_open, C_open, positive_open,
                      initial_potential(z_open))
middle = slice(pad, pad + count)
density_error = np.max(np.abs(isolated.n[middle] - corrected.n))
assert abs(isolated.left - corrected.left) < 1e-4
assert abs(isolated.right - corrected.right) < 1e-4
assert density_error < 2e-5
step = corrected.right - corrected.left
assert abs(step + 4 * pi * corrected.m) < 2e-5
assert abs(corrected.field) < 2e-5

# The uncorrected slab must equal an open slab in the artificial field.
artificial_field = 4 * pi * uncorrected.m / L
assert abs(uncorrected.field / artificial_field - 1) < 0.01
in_field = solve_slab(T_open, C_open, positive_open,
                      isolated.v + artificial_field * z_open,
                      artificial_field * z_open)
field_density_error = np.max(np.abs(in_field.n[middle] - uncorrected.n))
assert abs(in_field.m / uncorrected.m - 1) < 0.01
assert field_density_error < 2e-5

# Small applied fields give the polarizability per area.
small_field = 3e-4
plus, minus = [solve_slab(T_open, C_open, positive_open,
                          isolated.v + sign * small_field * z_open,
                          sign * small_field * z_open)
               for sign in (1, -1)]
alpha = (plus.m - minus.m) / (2 * small_field)
predicted = isolated.m / (1 - 4 * pi * alpha / L)
assert abs(predicted / uncorrected.m - 1) < 0.03

# A taller cell tests independence of L and the polarization formula.
tall_count = 181
tall_L = tall_count * h
z_tall = grid(tall_count)
T_tall, C_tall = periodic_operators(tall_count)
tall_corrected = solve_slab(
    T_tall, C_tall + dipole_kernel(tall_count), background(z_tall),
    initial_potential(z_tall))
tall_uncorrected = solve_slab(T_tall, C_tall, background(z_tall),
                              tall_corrected.v)
tall_predicted = isolated.m / (1 - 4 * pi * alpha / tall_L)
assert abs(tall_corrected.left - corrected.left) < 5e-5
assert abs(tall_corrected.right - corrected.right) < 5e-5
assert abs(tall_predicted / tall_uncorrected.m - 1) < 0.03

# Shift a little positive charge outward; compare free-energy slope and force.
moment = 1e-4
u = z - 12.5
shifted_charge = moment * u * np.exp(-u**2 / 2) / np.sqrt(2 * pi)
up, down = [solve_slab(T_per, C_corr, positive + sign * shifted_charge,
                       corrected.v) for sign in (1, -1)]
energy_slope = (up.free_energy - down.free_energy) / 2
potential_slope = -h * np.sum(shifted_charge * corrected.ves)
double_slope = energy_slope + pi * (up.m**2 - down.m**2) / L
slope_error = abs(energy_slope - potential_slope)
double_error = abs(double_slope - potential_slope)
assert slope_error < 0.05 * double_error


def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Left jellium density parameter", rs_left, "bohr")
show("Right jellium density parameter", rs_right, "bohr")
show("Left layer thickness", interface - edge_left, "bohr")
show("Right layer thickness", edge_right - interface, "bohr")
show("Background edge width in erf", edge_width, "bohr")
show("Electronic temperature kT", kT, "hartree")
show("Grid spacing", h, "bohr")
show("Cell height L", L, "bohr")
show("Taller cell height", tall_L, "bohr")
show("Gaussian sheets: dipole per area", m_test, "e/bohr")
show("Gaussian sheets: energy correction", energy_shift, "hartree/bohr^2")
show("Gaussian sheets: energy difference found",
     energy_free - energy_per, "hartree/bohr^2")
show("Gaussian sheets: largest potential error", identity_error,
     "hartree/e", 2)
show("Lateral test: wavevector q", q, "1/bohr")
show("Lateral test: cell height", short_L, "bohr")
show("Lateral test: separation u", separation, "bohr")
show("Lateral test: image error, explicit sum", image_error, "bohr")
show("Lateral test: image error, formula", image_formula, "bohr")
show("Corrected dipole per area", corrected.m, "e/bohr", 5)
show("Open-slab dipole per area", isolated.m, "e/bohr", 5)
show("Corrected left work function", corrected.left, "hartree", 5)
show("Corrected left work function", corrected.left * hartree_ev, "eV", 4)
show("Open-slab left work function", isolated.left, "hartree", 5)
show("Corrected right work function", corrected.right, "hartree", 5)
show("Corrected right work function", corrected.right * hartree_ev, "eV", 4)
show("Open-slab right work function", isolated.right, "hartree", 5)
show("Vacuum step V_right - V_left", step, "hartree", 5)
show("Vacuum step V_right - V_left", step * hartree_ev, "eV", 4)
show("Energy correction of bilayer", 2 * pi * corrected.m**2 / L,
     "hartree/bohr^2", 4)
show("Largest density difference, corrected vs open", density_error,
     "1/bohr^3", 2)
show("Taller cell: corrected left work function", tall_corrected.left,
     "hartree", 5)
show("Taller cell: corrected right work function", tall_corrected.right,
     "hartree", 5)
show("Uncorrected dipole per area", uncorrected.m, "e/bohr", 5)
show("Artificial field 4 pi m/L", artificial_field, "hartree/(e bohr)", 4)
show("Field read from uncorrected vacuum", uncorrected.field,
     "hartree/(e bohr)", 4)
show("Residual field after correction", corrected.field,
     "hartree/(e bohr)", 2)
show("Open slab in artificial field: dipole", in_field.m, "e/bohr", 5)
show("Uncorrected cell-edge level minus Fermi level", uncorrected.left,
     "hartree", 5)
show("Polarizability length 4 pi alpha", 4 * pi * alpha, "bohr", 5)
show("Predicted uncorrected dipole", predicted, "e/bohr", 5)
show("Taller cell: uncorrected dipole", tall_uncorrected.m, "e/bohr", 5)
show("Taller cell: predicted dipole", tall_predicted, "e/bohr", 5)
show("Step from correcting only afterwards", -4 * pi * uncorrected.m,
     "hartree", 5)
show("Error of that step", (-4 * pi * uncorrected.m - step) * hartree_ev,
     "eV", 4)
show("Ratio of uncorrected to corrected dipole",
     uncorrected.m / corrected.m, "(dimensionless)", 4)
show("Moment of shifted test charge", moment, "e/bohr")
show("Free-energy change, finite difference", energy_slope,
     "hartree/bohr^2", 6)
show("Free-energy change, corrected potential", potential_slope,
     "hartree/bohr^2", 6)
show("Free-energy change with double counting", double_slope,
     "hartree/bohr^2", 6)
print("verified")
```

Output:

```
Left jellium density parameter: 2.5 bohr
Right jellium density parameter: 5 bohr
Left layer thickness: 10 bohr
Right layer thickness: 12 bohr
Background edge width in erf: 0.6 bohr
Electronic temperature kT: 0.003 hartree
Grid spacing: 0.331126 bohr
Cell height L: 50 bohr
Taller cell height: 59.9338 bohr
Gaussian sheets: dipole per area: 0.04 e/bohr
Gaussian sheets: energy correction: 0.000201062 hartree/bohr^2
Gaussian sheets: energy difference found: 0.000201062 hartree/bohr^2
Gaussian sheets: largest potential error: 1.1e-15 hartree/e
Lateral test: wavevector q: 0.5 1/bohr
Lateral test: cell height: 10 bohr
Lateral test: separation u: 6 bohr
Lateral test: image error, explicit sum: 1.71645 bohr
Lateral test: image error, formula: 1.71645 bohr
Corrected dipole per area: 0.0030238 e/bohr
Open-slab dipole per area: 0.0030237 e/bohr
Corrected left work function: 0.13543 hartree
Corrected left work function: 3.685 eV
Open-slab left work function: 0.13543 hartree
Corrected right work function: 0.097432 hartree
Corrected right work function: 2.651 eV
Open-slab right work function: 0.097433 hartree
Vacuum step V_right - V_left: -0.037998 hartree
Vacuum step V_right - V_left: -1.034 eV
Energy correction of bilayer: 1.149e-06 hartree/bohr^2
Largest density difference, corrected vs open: 1e-07 1/bohr^3
Taller cell: corrected left work function: 0.13543 hartree
Taller cell: corrected right work function: 0.097433 hartree
Uncorrected dipole per area: 0.0059223 e/bohr
Artificial field 4 pi m/L: 0.001488 hartree/(e bohr)
Field read from uncorrected vacuum: 0.001488 hartree/(e bohr)
Residual field after correction: 1.3e-08 hartree/(e bohr)
Open slab in artificial field: dipole: 0.0059223 e/bohr
Uncorrected cell-edge level minus Fermi level: 0.11722 hartree
Polarizability length 4 pi alpha: 24.524 bohr
Predicted uncorrected dipole: 0.0059345 e/bohr
Taller cell: uncorrected dipole: 0.0051123 e/bohr
Taller cell: predicted dipole: 0.0051179 e/bohr
Step from correcting only afterwards: -0.074422 hartree
Error of that step: -0.9912 eV
Ratio of uncorrected to corrected dipole: 1.959 (dimensionless)
Moment of shifted test charge: 0.0001 e/bohr
Free-energy change, finite difference: -4.55758e-07 hartree/bohr^2
Free-energy change, corrected potential: -4.55745e-07 hartree/bohr^2
Free-energy change with double counting: -4.02992e-07 hartree/bohr^2
verified
```
